# Roughness scatter from a 13.5 nm mirror and a 193 nm lens

## What dimensions and symmetry fix

Let a nearly flat optical surface have height $h(x,y)$ about its mean plane, with rms value $\sigma$. Let $S$ be the fraction of the outgoing light that the roughness throws out of the specular beam. Since $S$ is a pure number, it can depend on $\sigma$ only through $\sigma/\lambda$, where $\lambda$ is the vacuum wavelength, and through other pure numbers such as the refractive index.

Scale the relief as $\epsilon h$ and expand $S$ in $\epsilon$. There is no constant term, because a flat surface does not scatter. There is no linear term either: it would change sign with $\epsilon$, and a small relief of one sign would then have negative scattered power. The leading form is therefore

$$S=C\left(\frac{\sigma}{\lambda}\right)^2 .$$

The number $C$ may still depend on the lateral scale of the relief divided by $\lambda$. We first take that scale to be long, so that this dependence drops out, and restore it later for the lens.

For a mirror (M) and a lens surface (L) of equal $\sigma$,

$$\frac{S_M}{S_L}=\frac{C_M}{C_L}\left(\frac{\lambda_L}{\lambda_M}\right)^2 .$$

With $\lambda_M=13.5$ nm and $\lambda_L=193$ nm the wavelengths alone give $(193/13.5)^2=204.4$. The rest must come from the optical paths.

## The phase written by a displaced surface

Take time dependence $e^{-i\omega t}$, the $z$ axis pointing up out of the surface, and light arriving from above. Write $k=2\pi/\lambda$ and let $\theta$ be the angle of incidence. The incident wave varies with height as $e^{-iqz}$, with $q=k\cos\theta$.

**Mirror.** With the mirror at its reference height the reflected wave is $r\,e^{iqz}$. Raise the whole mirror by $h$. In the shifted coordinate $z-h$ it is the old mirror, but the incident wave reads

$$e^{-iqz}=e^{-iqh}\,e^{-iq(z-h)} .$$

The reflected wave is then

$$r\,e^{-iqh}\,e^{iq(z-h)}=r\,e^{-2iqh}\,e^{iqz},$$

so the phase change is

$$\phi_M=-2kh\cos\theta .$$

One factor $e^{-iqh}$ comes from the way in and one from the way out. Nothing was assumed about the inside of the mirror. The result holds for an absorbing multilayer, provided that all its interfaces move together.

**Lens surface.** Below the surface lies glass of index $n$, where the wave is $t\,e^{-iq_gz}$ with $q_g=nk\cos\theta_t$ and $\sin\theta=n\sin\theta_t$. Raising the glass by $h$ gives

$$t\,e^{-iqh}\,e^{-iq_g(z-h)}=t\,e^{i(q_g-q)h}\,e^{-iq_gz},$$

hence

$$\phi_L=kh\,(n\cos\theta_t-\cos\theta).$$

At normal incidence this is $kh(n-1)$: over the height $h$, glass has replaced air. Where light leaves the glass, $q$ and $q_g$ exchange roles and only the sign changes. A thin coating that follows the relief leaves the result unchanged, since the argument again uses only a rigid shift.

For a rough surface we apply these phases point by point. This locally flat approximation requires gentle slopes and lateral periods long compared with $\lambda$. For a multilayer the periods must also be long enough that the scattered directions stay well inside the range of angles over which the stack reflects.

## From phase to scattered power

Normalize the outgoing field just after the surface to $u(x,y)=e^{i\phi(x,y)}$. Angle brackets denote an average over the surface. The specular beam is the laterally uniform part of $u$, of amplitude $\langle u\rangle$. By Parseval's theorem the powers of all lateral Fourier components add to $\langle|u|^2\rangle=1$. For small scattering angles, where the power crossing the surface is proportional to $|u|^2$,

$$S=1-\left|\langle e^{i\phi}\rangle\right|^2 .$$

Measure $h$ from its mean, so $\langle\phi\rangle=0$, and define $v=\langle\phi^2\rangle$, $m_3=\langle\phi^3\rangle$ and $m_4=\langle\phi^4\rangle$. Then

$$\langle e^{i\phi}\rangle=1-\frac{v}{2}-\frac{i\,m_3}{6}+\frac{m_4}{24}+\dots$$

The square of the imaginary part is of sixth order in $\phi$. Squaring the real part gives

$$\left|\langle e^{i\phi}\rangle\right|^2=1-v+\frac{v^2}{4}+\frac{m_4}{12}+O(\phi^6).$$

With the kurtosis $\kappa=m_4/v^2$,

$$S=v\left[1-\left(\frac14+\frac{\kappa}{12}\right)v+O(v^2)\right].$$

The leading term is the phase variance, whatever the distribution of heights. The distribution first enters in the correction. Gaussian heights have $\kappa=3$ and a coefficient $1/2$; a sinusoidal relief has $\kappa=3/2$ and a coefficient $3/8$.

For Gaussian heights the series can be summed. Let $M(s)=\langle e^{is\phi}\rangle$. Then $M'(s)=i\langle\phi\,e^{is\phi}\rangle$. The Gaussian density $P$ obeys $\phi P=-v\,dP/d\phi$, and integration by parts gives $\langle\phi\,e^{is\phi}\rangle=isv\,M$. Thus $M'=-sv\,M$ with $M(0)=1$, so $M(1)=e^{-v/2}$ and

$$S=1-e^{-v}=v-\frac{v^2}{2}+\frac{v^3}{6}-\dots$$

## The leading ratio

Inserting the phases at normal incidence on the lens,

$$S_M\simeq\left(\frac{4\pi\sigma\cos\theta}{\lambda_M}\right)^2,\qquad S_L\simeq\left[\frac{2\pi(n-1)\sigma}{\lambda_L}\right]^2 .$$

For normal incidence on both, equal $\sigma$ cancels:

$$R_0=\left(\frac{2}{n-1}\right)^2\left(\frac{\lambda_L}{\lambda_M}\right)^2 .$$

With the rounded silica index $n=1.56$, the first factor is $(2/0.56)^2=12.76$, and $R_0=12.76\times204.4\approx2607$. The mirror loses on two counts: its wavelength is 14.3 times shorter, and height enters its path with weight 2 instead of 0.56.

Now give both surfaces $\sigma=0.15$ nm. The rms phases are

$$\frac{4\pi(0.15)}{13.5}=0.1396\ \text{rad},\qquad \frac{2\pi(0.56)(0.15)}{193}=0.002735\ \text{rad}.$$

Their squares are $S_M=1.950\,\%$ and $S_L=7.48$ parts per million (ppm). A lens surface would need $0.15\sqrt{2607}=7.66$ nm of roughness to match the mirror at leading order.

Both laws were tested without using the displaced-surface phases. For the lens, the wave equation was solved numerically at a sinusoidal glass surface with a period of 50 wavelengths, giving 7.480 ppm. For the mirror, first-order scattering was summed over all interfaces of a model multilayer, giving 1.950 %. The ratio of these two numerical results is 2606.

## First correction in the height

For Gaussian heights, with $v_M$ and $v_L$ the two phase variances,

$$\frac{S_M}{S_L}=R_0\,\frac{1-v_M/2+\dots}{1-v_L/2+\dots}\simeq R_0\left[1-\frac{v_M-v_L}{2}\right].$$

Here $v_M=0.0195$ and $v_L$ is negligible beside it. The ratio falls by 0.97 %, to about 2580. The mirror's scatter becomes 1.931 %, and a Fourier transform of a random Gaussian surface gives the same value to the digits shown.

The correction to the mirror's scatter is negative for any distribution of heights, because the coefficient $1/4+\kappa/12$ is positive. At large heights the scatter saturates, since it cannot exceed the total power. For Gaussian heights, if $\sigma$ grows until $v_M\gg1$ while $v_L\ll1$, the mirror has almost no specular beam left and the ratio tends to $1/v_L$, which falls as $\sigma$ rises. If both variances are large, it tends to one. The number 2600 therefore belongs to weak scattering. Other distributions need not behave so simply: a sinusoidal relief loses its specular beam slowly and with oscillations, and a two-level relief recovers it fully whenever the step is worth $2\pi$ of phase. These limits also assume that slopes stay small.

## First correction in the angle of incidence

Put $s=\sin\theta$ for the lens. Since $n\cos\theta_t=\sqrt{n^2-s^2}$, expansion gives

$$\sqrt{n^2-s^2}-\sqrt{1-s^2}\simeq(n-1)+\frac{s^2}{2}\left(1-\frac1n\right)=(n-1)\left[1+\frac{s^2}{2n}\right].$$

Squaring shows that the lens scatter rises by the factor $1+s^2/n$. The mirror scatter falls by $\cos^2\theta=1-\sin^2\theta$. With separate angles $\theta_M$ and $\theta_L$, the ratio corrected to first order in each small quantity is

$$\frac{S_M}{S_L}\simeq R_0\left[1-\frac{v_M-v_L}{2}-\sin^2\theta_M-\frac{\sin^2\theta_L}{n}\right].$$

At 6° on the mirror, with the lens at normal incidence, the angular term is 1.1 % and alone lowers the ratio to 2578. Together with the height correction it gives about 2550. "Near-normal" is thus a mild condition for the scattered fraction as long as the lateral periods are very long. Shorter periods tilt one side order toward the edge of a multilayer's angular passband: for the model stack below at 6°, a period of $10\lambda$ in the plane of incidence scatters 7 % (electric field along the grooves) or 16 % (magnetic field along the grooves) less than the $\cos^2\theta$ law, and at 10° a period of $33\lambda$ already falls short by 7 % or 11 %. The reflectance of a multilayer is less forgiving: the model stack below, tuned for normal incidence, still reflects about 73 % at 6°, but about 60 % at 10° and under 20 % at 15°.

At 30° on the lens, $s^2=0.25$ and the first correction predicts an increase of lens scatter by $0.25/1.56=16\,\%$. The unexpanded phase gives $(0.6117/0.56)^2=1.193$, an increase of 19 %, so the next order is visible. The numerical ratio, with the mirror at normal incidence, is then 2184.

## First correction in the lateral period

The locally flat approximation can be improved for the lens by solving the boundary conditions to first order in $h$. Let $h=a\cos Kx$, so that $\sigma^2=a^2/2$, with normal incidence and the electric field along the grooves. The field $E$ and its slope $\partial_zE$ are then continuous at $z=h$.

Let $E_0$ be the flat-surface field, equal to $t$ at $z=0$. Let $E_1$ be the first-order field, and let the labels $a$ and $b$ mean above and below. Expanding continuity of $E$ about $z=0$,

$$E_{1a}+hE_{0a}'=E_{1b}+hE_{0b}' .$$

The slopes of $E_0$ are equal, so $E_1$ is continuous. Expanding continuity of the slope,

$$E_{1a}'+hE_{0a}''=E_{1b}'+hE_{0b}'' .$$

The wave equation gives $E_{0a}''=-k^2t$ and $E_{0b}''=-n^2k^2t$, hence

$$E_{1a}'-E_{1b}'=-hk^2(n^2-1)\,t .$$

The relief contains $e^{iKx}$ and $e^{-iKx}$, each with amplitude $a/2$. For either one, the scattered wave is $T_1e^{iq_1z}$ above and $T_1e^{-ip_1z}$ below, with

$$q_1=\sqrt{k^2-K^2},\qquad p_1=\sqrt{n^2k^2-K^2}.$$

The slope condition becomes $i(q_1+p_1)T_1=-(a/2)k^2(n^2-1)t$. Since $k^2(n^2-1)=p_1^2-q_1^2$,

$$T_1=\frac{ia}{2}\,(p_1-q_1)\,t .$$

Power flow into the glass is proportional to the vertical wavenumber times the squared amplitude. Adding both side orders and dividing by the specular power, proportional to $nk|t|^2$,

$$S_L=\sigma^2(p_1-q_1)^2\,\frac{p_1}{nk}.$$

For $K\to0$ this returns $[k(n-1)\sigma]^2$. Let $\Lambda=2\pi/K$ be the lateral period and $s=K/k=\lambda/\Lambda$. The squared difference contributes $1+s^2/n$, by the expansion already made, and $p_1/(nk)\simeq1-s^2/(2n^2)$. Therefore

$$S_L\simeq[k(n-1)\sigma]^2\left[1+\frac{2n-1}{2n^2}\left(\frac{\lambda}{\Lambda}\right)^2\right].$$

The coefficient is 0.436 for $n=1.56$. At $\Lambda=50\lambda$ the correction is 0.017 %, which accounts for the step from 7.478 to 7.480 ppm. At $\Lambda=2.5\lambda$ it is 7.0 %, while the numerical solution gives 7.8 %. Even there the simple law is a fair estimate. The sign and size of the correction belong to this polarization and to light entering the glass; with the magnetic field along the grooves the scatter at $\Lambda=2.5\lambda$ is instead 7.3 % below the simple law.

For the model multilayer with the electric field along the grooves, the interface sum agrees with the simple law to the three decimals printed when light is scattered by 1° or by 5°. With the magnetic field along the grooves the scatter at 5° is 0.4 % above the law. These values are for normal incidence. For either polarization the scatter stays within about 2 % of the law out to 8°; with the electric field along the grooves it is 3.6 % above it at 10°. The agreement ends near the edge of the stack's angular passband: at 15° the scatter is only about a third of the simple law.

## What the layers of the mirror must do

A multilayer mirror reflects from many interfaces. Let $h_j$ be the displacement of interface $j$ and $A_j$ its first-order contribution to the reflected amplitude per unit displacement. The scattered amplitude is $\sum_jA_jh_j$. If every interface copies the same relief, the scattered power is proportional to $\sigma^2|\sum_jA_j|^2$, and the rigid-shift argument fixes $\sum_jA_j=-2ikr$ at normal incidence and long periods. If the reliefs are independent with the same $\sigma$, the cross terms average to zero and the power is proportional to $\sigma^2\sum_j|A_j|^2$.

The model stack has 40 pairs with indices $0.92+0.006i$ and $1.00+0.002i$, the first material filling 0.4 of the period. The period of 6.915 nm gives the highest reflectance on a grid of 0.005 nm steps, 74.5 %; finer tuning shifts the last digit of the values that follow. For this stack, independent reliefs scatter 0.073 times as much as copied ones, and the ratio to the lens drops to 191. The headline number thus depends strongly on the condition that the layers copy the same roughness. The value 191 still refers to a bare lens surface, or one whose coating copies the relief; independent reliefs in simple one- to three-layer model antireflection coatings change the lens scatter by factors of about 0.7 to 1.2.

## What is counted as scatter

The lens surface also scatters backward. Take first a face where light enters the glass. By the mirror argument, the backward power per incident power is $F(2k\sigma)^2$, where $F=[(n-1)/(n+1)]^2$ is the reflectance of the bare surface. The forward power is $(1-F)[k(n-1)\sigma]^2$, with $1-F=4n/(n+1)^2$. Their quotient is

$$\frac{F}{1-F}\,\frac{4}{(n-1)^2}=\frac{(n-1)^2}{4n}\,\frac{4}{(n-1)^2}=\frac1n=0.641 .$$

At a face where light leaves the glass the backward phase is $2nkh$, so the backward power is $n^2$ times larger and the quotient is $n=1.56$. Backward scatter is therefore comparable with forward scatter, though it does not travel directly toward the image. For long lateral periods, an antireflection coating that follows the relief reduces it in proportion to the reflectance.

The ratio also changes if scatter is referred to incident power. The mirror then gains a factor 0.745 and the lens surface $1-F=0.952$, which gives about 2040 instead of 2607.

## Equal roughness, but over which periods?

At normal incidence a lateral period $\Lambda$ scatters light through an angle $\vartheta$ with $\sin\vartheta=\lambda/\Lambda$, measured in air (for the lens, after a flat exit face). Between 1 and 100 mrad the mirror responds to periods from 0.135 to 13.5 µm, the lens surface to periods from 1.93 to 193 µm. Equal $\sigma$ in these two bands is an assumption about two different parts of the roughness spectrum.

Suppose instead that both surfaces share one isotropic spectrum, with height variance $Bf^{-p}$ per unit area of the spatial-frequency plane. For small angles $f=\vartheta/\lambda$, and the variance between two fixed angles is

$$\sigma^2=2\pi B\int f^{1-p}\,df=2\pi B\,\lambda^{p-2}\int\vartheta^{1-p}\,d\vartheta .$$

The ratio at equal angles becomes

$$\left(\frac{2}{n-1}\right)^2\left(\frac{\lambda_L}{\lambda_M}\right)^{4-p}.$$

For $p=2$ the variances are equal and 2607 returns. For $p=2.5$ the mirror's band is smoother and the ratio is 689. A shallower spectrum, $p<2$, raises it above 2607.

## From one surface to a projection system

If the phases $\phi_j$ of several surfaces are independent, the mean of the product $\prod_je^{i\phi_j}$ is the product of the means. For Gaussian heights the exponents add:

$$S=1-\exp\Big(-\sum_jv_j\Big).$$

This treats the surfaces as thin phase screens acting on one beam. Compare 6 mirrors with 40 lens surfaces, all with $\sigma=0.15$ nm and at normal incidence. The mirrors have $6\times0.0195=0.117$ and scatter 11.04 %; the lens surfaces scatter 299 ppm. The ratio is 369. The leading estimate, $2607\times6/40=391$, is 6 % too high relative to this, because the height correction now contains the summed variance.

Six random surfaces gave 10.91 %, which is 1.2 % below the formula in relative terms. The cause is chance correlation between the finite samples: the variance of their summed relief is 1.3 % below $6\sigma^2$, and $1-e^{-v}$ with that variance gives 10.91 %.

For real lithography optics, a roughness of 0.1 to 0.2 nm is a rough typical range for good polishing, and the surface counts above are of a realistic order for an all-refractive 193 nm lens. High-aperture 193 nm objectives also contain mirrors; at equal $\sigma$ each counts as 12.76 lens surfaces, and two of them added to the 40 would lower the system ratio from 369 to about 225. The model reflectance is somewhat high: real coatings reach roughly 70 %, and their interfaces are not perfectly sharp. Real layers copy long lateral periods better than short ones, so the assumption of fully copied relief fails in part; for the model stack the fully independent case moves the ratio from about 2600 to 191. Nor is all scattered light flare, since part of it misses the image field. Scattering within the glass, contamination and polarization effects at large angles are left out. The ratio compares surface scatter under the stated conditions and does not predict the measured flare of two exposure tools. The numerical output below collects the values.

## Computed values

```
mirror wavelength: 13.5 nm
lens wavelength: 193.0 nm
glass index (rounded): 1.56
rms roughness of both: 0.15 nm
mirror rms phase: 0.1396 rad
lens rms phase: 0.002735 rad
mirror scatter, formula: 1.950 %
mirror scatter, layer sum: 1.950 %
lens scatter, formula: 7.478 ppm
lens scatter, wave equation: 7.480 ppm
wavelength factor: 204.4
path factor: 12.76
ratio, formula: 2607
ratio, numerical: 2606
lens roughness for mirror's scatter: 7.66 nm
one mirror, Gaussian formula: 1.931 %
one mirror, random surface: 1.931 %
number of mirrors: 6
all mirrors, Gaussian formula: 11.04 %
all mirrors, random surfaces: 10.91 %
number of lens surfaces: 40
all lens surfaces: 299.1 ppm
system ratio: 369
stack index, heavy layer: 0.92 + 0.006i
stack index, light layer: 1.00 + 0.002i
stack pairs: 40
heavy-layer share of period: 0.4
stack period: 6.915 nm
stack reflectance: 74.5 %
ratio, mirror at 6 deg: 2578
ratio, lens at 30 deg: 2184
lens scatter / formula, period 2.5 waves: 1.078
mirror scatter / formula, scattered by 1 deg: 1.000
mirror scatter / formula, scattered by 5 deg: 1.000
independent / copied layer roughness, scatter: 0.0731
ratio with independent layer roughness: 191
lens backward / forward scatter: 0.641
ratio per incident power: 2041
scattering angles compared: 1 to 100 mrad
mirror lateral periods: 0.135 to 13.5 um
lens lateral periods: 1.930 to 193.0 um
ratio at equal angles, spectrum exponent 2.0: 2607
ratio at equal angles, spectrum exponent 2.5: 689
```
